The tight-binding electron-phonon vertex from hopping gradients and velocity differences, part 2

When electron-phonon scattering is added to a tight-binding calculation, the coupling can be computed from the gradients of the bond matrices or, more cheaply, from differences of band velocities. The question is when the cheaper choice is correct.

Hartree atomic units are used, with ħ = 1. A periodic Bravais lattice has N atoms at sites R_i, one in each cell, with displacements u_i. The orbitals move rigidly with their atoms and are at first orthonormal. The block T(R) depends only on the bond vector R, and the on-site block T₀ is held fixed. Bloch phases are taken at the undisplaced sites, also when the lattice is strained.

For a displacement u_i = U e^{iq·R_i}, which takes k to k' = k + q, the earlier results are

Γ(k) = Σ_R ∇T(R) e^{ik·R},   (2)

M(k',k) = c'† U·[Γ(k') − Γ(k)] c.   (4)

Here c and c' are the normalized orbital coefficients at k and k'. For one s-like orbital with hopping t, on-site level ε₀, band energy ε(k) and velocity v(k) = ∂ε/∂k, the condition

∇t(R) = −κ R t(R)   (5)

on every bond gives

M(k',k) = iκ U·[v(k') − v(k)].   (6)

One shell of neighbours at distance a with exponential decay β satisfies (5) with κ = β/a. Several shells require a Gaussian.

The example is a square lattice with nearest-neighbour hopping, a = 6.0 bohr, t = −0.050 hartree, β = 0.50 per bohr, κ = 0.0833 bohr⁻² and ε₀ = 0. Numerical tests use 8 × 8 atoms. The computed values at the end also list earlier checks with two shells, and the coupling to an optical motion in which alternate atoms along x move by +u and −u.

## Quantized coupling, overlap and several orbitals

The symbols carried over are these. Bond matrices T(R) depend on the vector R from the first atom to the second, H(k) = T₀ + Σ_R T(R)e^{ik·R}, and Γ_T(k) = Σ_R ∇T(R)e^{ik·R}, the subscript now naming the matrix that is differentiated. A displacement U e^{iq·R_i} couples states at k and k' = k + q with coefficients c and c' through

M(k',k) = c'† U·[Γ_T(k') − Γ_T(k)] c.

For one s-like orbital with ∇t = −κRt on every bond, Γ_T = iκv and M = iκU·[v(k') − v(k)]. For one shell at distance a and exponential decay β, κ = β/a. In the square-lattice example the electron goes from (π/4a, π/2a) to (−π/4a, π/2a), and |M| = 0.0707 hartree/bohr for unit displacement along x.

A scattering rate needs the amplitude of a quantum of lattice motion. Let m be the atomic mass, and let ω_qλ and e_qλ be the frequency and the real unit polarization vector of branch λ, with e_−qλ = e_qλ. Write the displacements and momenta as

u_i = N^(−1/2) Σ_qλ Q_qλ e_qλ e^{iq·R_i},  p_i = N^(−1/2) Σ_qλ P_qλ e_qλ e^{iq·R_i},

leaving out the uniform translation, which has no restoring force. The harmonic energy is then Σ_qλ [P†P/2m + mω²Q†Q/2]. Introduce phonon operators with [b_q, b†_q'] = δ_qq' by

Q_q = (b_q + b†_−q)/√(2mω),  P_q = −i√(mω/2) (b_q − b†_−q),

with λ suppressed. The commutator is

[Q_q, P†_q'] = (i/2) [b_q + b†_−q, b†_q' − b_−q'] = (i/2)(δ_qq' + δ_qq') = iδ_qq',

as is required of a coordinate and its momentum. The energy of one q is

(ω/4) [(b†_q − b_−q)(b_q − b†_−q) + (b†_q + b_−q)(b_q + b†_−q)] = (ω/2)(b†_q b_q + b_−q b†_−q),

because the cross terms cancel. Summed over q this is Σ ω(b†b + 1/2), which confirms the prefactors. The displacement amplitude that multiplies b_q + b†_−q is therefore e_qλ/√(2Nmω_qλ). Putting it in place of U gives the coupling

g_λ(k',k) = iκ e_qλ·[v(k') − v(k)] / √(2Nmω_qλ),   (9)

which multiplies (b_q + b†_−q) a†_k' a_k in the Hamiltonian, where a†_k' and a_k create and remove the electron. The factor 1/√N is a matter of normalization, and √N|g| does not depend on the size of the crystal.

Equation (9) was tested without using Fourier modes on the phonon side. The matrix element between two electron states is a linear function of all atomic displacements. Its mean square in the lattice ground state was obtained from the real-space force matrix of the 8 × 8 lattice and agrees with Σ_λ|g_λ|² for two different final states.

To complete the example, let the atoms have mass m = 50000 electron masses and be joined by central springs, K₁ = 0.030 hartree/bohr² to first neighbours and K₂ = 0.015 hartree/bohr² to diagonal neighbours. A spring along the unit vector n contributes the force −K n[n·(u_i − u_j)] on atom i. For a longitudinal wave along x, the bonds at R and −R together make the imaginary parts cancel, and

mω² = Σ_R K_R n_x² (1 − cos q·R).

The two first neighbours along x have n_x² = 1 and those along y have n_x = 0. The four diagonal neighbours have n_x² = 1/2. Hence

mω² = 2(K₁ + K₂)(1 − cos qa).

The products n_x n_y of the diagonal springs cancel in pairs, so the wave is purely longitudinal. The scattering has qa = −π/2, whose cosine is zero, and

ω = √[2(0.030 + 0.015)/50000] = 0.001342 hartree = 36.5 meV.

The amplitude factor is 1/√(2mω) = 1/√(2 × 50000 × 0.001342) = 0.0863 bohr. Multiplication by the vertex gives

√N|g| = 0.0707 × 0.0863 = 0.00610 hartree = 166 meV.

For the lattice of 64 atoms |g| itself is one eighth of this, 20.8 meV.

At long wavelength the vertex is proportional to q. The frequency found above becomes ω = |q|a√[(K₁ + K₂)/m], also proportional to q. Equation (9) then gives |g| ∝ q/√q = √q, provided that the linear coefficient of the vertex is not zero. Starting from the same k, the values of √N|g| are 9.83 meV at qa = 0.0100 and 4.93 meV at qa = 0.0025. The exponent between them is 0.4973. Its small distance from one half follows from the identity

sin(k_x a + qa) − sin k_x a = 2 cos(k_x a + qa/2) sin(qa/2).

At k_x a = π/4 the cosine is smaller than cos(π/4) by the fraction qa/2 to first order. The ratio of the two couplings is thus lowered by the fraction (0.0100 − 0.0025)/2 = 0.00375, and division by ln 4 gives a decrease of 0.0027 in the exponent.

Atomic orbitals on neighbouring atoms usually overlap. The overlap changes when the atoms move, and this contributes to the vertex. Let H and S now stand for the Hamiltonian and overlap matrices of the whole lattice, and let C and C' be two eigenvectors with the same energy E:

HC = ESC,  C'†H = E C'†S.

Define X = S^(−1/2). The orthonormalized Hamiltonian is XHX, with eigenvectors A = S^(1/2)C and A' = S^(1/2)C'. Its first-order change has three terms, and its matrix element is

A'†δ(XHX)A = A'†δX HXA + A'†X δH XA + A'†XH δX A.

Since XA = C, the middle term is C'†δH C. In the first term HXA = HC = ESC = E S^(1/2)A. In the third, A'†XH = C'†H = E C'†S = E A'†S^(1/2). The two outer terms therefore add up to

E A'† [δX S^(1/2) + S^(1/2) δX] A.

The bracket follows from XSX = 1, whose variation is

δX SX + X δS X + XS δX = 0.

With SX = XS = S^(1/2), the bracket equals −X δS X. The matrix element becomes

A'†δ(XHX)A = C'†(δH − E δS)C.   (10)

If the energies differ, E belongs to the first outer term and E' to the third, and they no longer combine in this way. In a real phonon process the two energies differ by ω, so the use of one E neglects corrections proportional to that difference. The displacement has also been treated as static, which leaves out the time dependence of the moving orbitals.

Let the overlap blocks S(R) depend on bond vectors as T(R) does, with S(k) = 1 + Σ_R S(R)e^{ik·R}. The Fourier algebra that led to Γ_T applies to δS without change. With coefficients normalized to c†S(k)c = 1, (10) gives the Varma–Weber form

M(k',k) = c'† U·{Γ_T(k') − Γ_T(k) − E[Γ_S(k') − Γ_S(k)]} c.   (11)

It was tested for s, p_x and p_y orbitals with overlap, between two states whose energies are equal because their wavevectors differ by an exchange of x and y. For a displacement along the unit vector (0.6, 0.8), numerical orthonormalization of the displaced lattice and (11) both give |M| = 0.003576 hartree/bohr.

The velocity form survives overlap in one useful case. Take one s-like orbital and one shell of neighbours, with hopping t and overlap s that decay at the same rate. With f(k) = Σ_R e^{ik·R},

S(k) = 1 + sf,  E(k) = (ε₀ + tf)/(1 + sf).

Both gradients carry the factor −κR, and Σ_R R e^{ik·R} = −i ∂f/∂k, so

Γ_T − EΓ_S = −κ(t − Es) Σ_R R e^{ik·R} = iκ(t − Es) ∂f/∂k.

Differentiation of E(1 + sf) = ε₀ + tf gives v(1 + sf) + Es ∂f/∂k = t ∂f/∂k, or

(t − Es) ∂f/∂k = S(k) v(k).

The normalized coefficients are c = S(k)^(−1/2) and c' = S(k')^(−1/2). Equation (11) then reads

M = iκ U·[S(k')v(k') − S(k)v(k)] / √[S(k')S(k)].

The derivative of E with respect to f is (t − ε₀s)/(1 + sf)². If t ≠ ε₀s this keeps one sign as long as the overlap is positive definite, so equal energies imply equal f and equal S. The factors S cancel and M = iκU·[v(k') − v(k)] is recovered, where v is the velocity of the band computed with overlap. For s = 0.10 and ε₀ = −0.20 hartree, the process of the example has |M| = 0.0326 hartree/bohr, both from this formula and from the displaced lattice. It is smaller than 0.0707 because the velocity is smaller: in t − Es the two parts have opposite signs, and S(k) exceeds one.

With several orbitals on each atom the velocity form can fail for two separate reasons, which appear already without overlap. The first is the rotation of bonds. The hopping from an s orbital to a p orbital of direction μ is V(R)n_μ, where n = R/|R| and R in V(R) is the length. Since ∂_α|R| = n_α, one finds ∂_α n_μ = (δ_αμ − n_α n_μ)/|R| and

∂_α (V n_μ) = V' n_α n_μ + V (δ_αμ − n_α n_μ)/|R|.

The first term is the change of length, which has the form assumed before. The second is the change of direction. On a bond along y the s–p_x hopping is zero, but it has the gradient V/a with respect to a relative displacement along x. No multiple of R T(R) contains this term.

Suppose that rotation is ignored, that all radial functions decay alike, and that there is a single shell of neighbours or the common decay is Gaussian. Then ∇T = −κRT and Γ_T = iκ ∂H/∂k, now a matrix relation. This leads to

M_matrix = iκ c'† U·[∂H(k')/∂k − ∂H(k)/∂k] c.   (12)

The second reason for failure is that (12) is still no difference of band velocities. Insert the complete set of eigenvectors c'_n at k' in its first term:

c'†(∂H(k')/∂k)c = v(k') c'†c + Σ_{n≠0} [c'†(∂H(k')/∂k)c'_n] (c'_n†c),

where n = 0 is the band considered. The second term of (12) is treated in the same way with the eigenvectors at k. Keeping the diagonal parts alone gives

M_band = iκ U·[v(k') − v(k)] c'†c,

which drops the velocity matrix elements between bands.

The sizes of these errors can be seen in the lowest band of the orthogonal sp model on the same lattice, for scattering from (π/4a, π/2a) to (π/2a, π/4a) with displacement along x. At distance a the ssσ, spσ, ppσ and ppπ hoppings are −0.05, 0.06, 0.07 and −0.02 hartree, all decaying with β = 0.50 per bohr, and the s and p levels are −0.20 and 0.10 hartree. The test with overlap above used these hoppings together with the overlaps 0.08, −0.08, −0.10 and 0.04, which decay at 0.40 per bohr. The full gradients give |M| = 0.0352 hartree/bohr, a value confirmed on the displaced lattice. The velocity matrices (12) give 0.0302, which is 14 per cent less than the full value, and the band velocities give 0.0197, which is 44 per cent less.

The last error does not disappear at long wavelength. For a nondegenerate band, differentiate v_x = c†(∂H/∂k_x)c once more. First-order perturbation theory gives

∂c/∂k_x = Σ_{n≠0} c_n v_n0/(E₀ − E_n),  v_n0 = c_n†(∂H/∂k_x)c,

apart from a change of phase that cancels in the result. Therefore

∂²E₀/∂k_x² = c†(∂²H/∂k_x²)c + 2 Σ_{n≠0} |v_n0|²/(E₀ − E_n).   (13)

Now strain the square lattice along x. Bonds along x are stretched without turning, and bonds along y are unchanged. The first-order change of H at fixed Bloch phases is Σ_R R_x ∂_xT e^{ik·R} = −κ Σ_R R_x² T e^{ik·R} = κ ∂²H/∂k_x² per unit strain. The band energy changes by its expectation value, which is κ times the first term of (13).

At k = (π/4a, π/2a) the strained lattice gives 0.264 hartree per unit strain, equal to κc†(∂²H/∂k_x²)c. The interband term multiplied by κ is −0.119 hartree, negative because the lowest band has E₀ < E_n. The curvature of the band alone would thus give 0.264 − 0.119 = 0.145 hartree, which is 45 per cent too small. Both expressions make the acoustic vertex vanish linearly in q, but they differ in its slope. A vertex that goes to zero correctly is therefore no evidence that band velocities suffice. The rotation error is absent for this particular strain, but it also survives at long wavelength. For q along x and U along y, (12) is zero because ∂H/∂k_y does not depend on k_x, whereas the turning of the bonds along x gives a vertex linear in q at the same k. In the sp model the bond gradients have to be used, together with the eigenvectors at both wavevectors. Where ∇T = −κRT holds for the whole bond matrices, as for several s-like orbitals with a common decay and a single shell of neighbours, the velocity matrices in (12) are sufficient.

Computed values

```
lattice constant a = 6.0 bohr
hopping t = -0.050 hartree
hopping decay beta = 0.50 1/bohr
kappa = beta/a = 0.08333 1/bohr^2
atomic mass = 50000 electron masses
springs K1, K2 = 0.030, 0.015 hartree/bohr^2
initial k = (0.13090, 0.26180) 1/bohr
final k' = (-0.13090, 0.26180) 1/bohr
phonon q_x = -0.26180 1/bohr
band energy at k and k' = -0.07071 hartree
v_x(k) = 0.42426 atomic units
v_x(k') = -0.42426 atomic units
vertex M/i for unit U along x = -0.07071 hartree/bohr
longitudinal frequency = 0.001342 hartree
longitudinal frequency = 36.51 meV
zero-point amplitude 1/sqrt(2 M omega) = 0.08633 bohr
same amplitude from oscillator grid = 0.08633 bohr
sqrt(N)|g| = 0.006105 hartree
sqrt(N)|g| = 166.1 meV
|g| on the 64-site lattice = 20.76 meV
s band strain slope, strained lattice = 0.21213 hartree
s band strain slope, small-q vertex = 0.21213 hartree
q a = 0.0100: sqrt(N)|g| = 9.828 meV
q a = 0.0025: sqrt(N)|g| = 4.933 meV
exponent of |g| in q = 0.4973
zone-centre optical coupling = 0.07071 hartree/bohr
largest relative error, velocity form, one shell = 8.2e-10
relative error, gradient form, two shells = 3.6e-10
relative error, velocity form, Gaussian = 5.1e-10
relative miss, velocity form, two exp. shells = 0.078
non-orthogonal s vertex, lattice = 0.032564 hartree/bohr
non-orthogonal s vertex, formula = 0.032564 hartree/bohr
non-orthogonal sp vertex, lattice = 0.003576 hartree/bohr
non-orthogonal sp vertex, formula = 0.003576 hartree/bohr
sp final k' = (0.26180, 0.13090) 1/bohr
sp H: ss, sp, pp-sigma, pp-pi = (-0.05, 0.06, 0.07, -0.02) hartree
sp S: ss, sp, pp-sigma, pp-pi = (0.08, -0.08, -0.1, 0.04)
sp levels s, p = -0.20, 0.10 hartree
sp overlap decay = 0.40 1/bohr
s-only overlap and level = 0.10, -0.20 hartree
orthogonal sp |M|, full gradients = 0.035152 hartree/bohr
orthogonal sp |M|, velocity matrices = 0.030175 hartree/bohr
orthogonal sp |M|, band velocities = 0.019716 hartree/bohr
sp strain slope, strained lattice = 0.26359 hartree
sp kappa*<d2H/dkx2> = 0.26359 hartree
sp kappa*d2E/dkx2 = 0.14495 hartree
sp kappa*interband term = -0.11864 hartree
```
